# Spin-Channel Field Distribution of a Single Hubbard Site

## Problem

A single site can be empty, hold one electron of either spin, or hold two electrons. Its grand-canonical Hamiltonian is

\[
H=U n_\uparrow n_\downarrow-\mu(n_\uparrow+n_\downarrow),\qquad U>0,
\]

where \(n_\sigma\) has the eigenvalues 0 and 1, \(U\) is the repulsion and \(\mu\) the chemical potential. The temperature \(T\) is positive and \(\beta=1/(k_BT)\). The spin variable is \(m=n_\uparrow-n_\downarrow\), in units of \(\hbar/2\).

Auxiliary-field Monte Carlo replaces the interaction by a fluctuating field and samples that field. Here a single real field \(\phi\), with the dimension of energy, couples to \(m\).

1. Write the partition function as an integral over \(\phi\), and evaluate it.
2. Find the normalized probability density \(P(\phi)\) of the field.
3. Determine when \(P(\phi)\) has two maxima, first at half filling, \(\mu=U/2\), and then for any \(\mu\).
4. Take the round model value \(U=100\) meV and give the temperatures concerned.

## First estimate by scaling

A field of size \(|\phi|\) lowers the energy of an aligned spin by \(|\phi|\). In the Gaussian weight of the field, \(e^{-\beta\phi^2/2U}\), it costs \(\phi^2/(2U)\). The net energy \(\phi^2/(2U)-|\phi|\) is smallest at \(|\phi|=U\), so a singly occupied site favours fields near \(+U\) or \(-U\). The same Gaussian weight gives the field a thermal spread \(\sqrt{Uk_BT}\).

Two separate peaks should be visible when the spread is smaller than the displacement:

\[
\sqrt{Uk_BT}\lesssim U\quad\Longrightarrow\quad k_BT\lesssim U .
\]

With \(k_B=0.08617\) meV/K this gives \(T\lesssim 100/0.08617\approx1160\) K. The estimate ignores the empty and doubly occupied states, so it cannot say how the answer depends on \(\mu\).

## Exact solution

### From the interaction to a field

Because \(n_\sigma^2=n_\sigma\),

\[
m^2=n_\uparrow+n_\downarrow-2n_\uparrow n_\downarrow
\quad\Longrightarrow\quad
n_\uparrow n_\downarrow=\tfrac12(n_\uparrow+n_\downarrow)-\tfrac12m^2 .
\]

Define \(\nu=\mu-U/2\), which vanishes at half filling. Then

\[
H=-\nu(n_\uparrow+n_\downarrow)-\tfrac12Um^2 .
\]

All terms commute, so the Boltzmann factor splits without error into \(e^{\beta\nu(n_\uparrow+n_\downarrow)}\,e^{\beta Um^2/2}\). One field therefore serves for the whole interval \(\beta\). With hopping between sites the terms would no longer commute, and this splitting would fail.

To linearize the square in the second factor, complete the square in \(\phi\):

\[
-\frac{\beta\phi^2}{2U}+\beta\phi m
=-\frac{\beta(\phi-Um)^2}{2U}+\frac{\beta Um^2}{2}.
\]

The shifted Gaussian integrates to \(\sqrt{2\pi U/\beta}\), whatever the value of \(m\). Hence

\[
e^{\beta Um^2/2}=\sqrt{\frac{\beta}{2\pi U}}\int_{-\infty}^{\infty}d\phi\;
e^{-\beta\phi^2/2U}\,e^{\beta\phi m}.
\]

This is the continuous Hubbard–Stratonovich transformation in the spin channel. The condition \(U>0\) makes the Gaussian converge for real \(\phi\).

### The partition function

At fixed \(\phi\) the two spins are independent, with exponents \(\beta(\nu+\phi)n_\uparrow\) and \(\beta(\nu-\phi)n_\downarrow\). Summing over both occupations gives

\[
\begin{aligned}
\left(1+e^{\beta(\nu+\phi)}\right)\left(1+e^{\beta(\nu-\phi)}\right)
&=1+e^{2\beta\nu}+e^{\beta\nu}\left(e^{\beta\phi}+e^{-\beta\phi}\right)\\
&=2e^{\beta\nu}\left[c+\cosh\beta\phi\right],\qquad c=\cosh\beta\nu .
\end{aligned}
\]

The last line uses \(1+e^{2\beta\nu}=2e^{\beta\nu}\cosh\beta\nu\). The result is positive for every \(\phi\), so it can serve as a probability weight and there is no sign problem.

Now integrate the first line with the normalized Gaussian. The constant terms are unchanged. Each factor \(e^{\pm\beta\phi}\) gives \(e^{\beta U/2}\), by the Gaussian identity with \(m=\pm1\). Thus

\[
Z=1+e^{2\beta\nu}+2e^{\beta\nu+\beta U/2}
=1+2e^{\beta\mu}+e^{\beta(2\mu-U)} .
\]

These are the Boltzmann factors of the empty state, the two singly occupied states and the doubly occupied state, as a direct trace requires.

### The field density

Dividing the integrand by \(Z\) gives

\[
P(\phi)=\frac{2e^{\beta\nu}}{Z}\sqrt{\frac{\beta}{2\pi U}}\;
e^{-\beta\phi^2/2U}\left[c+\cosh\beta\phi\right].
\]

Its content is clearer after completing the square once more. Let \(G(\phi)\) be the normalized Gaussian of mean zero and variance \(Uk_BT\). Then \(G(\phi)e^{\pm\beta\phi}=e^{\beta U/2}G(\phi\mp U)\). The probability of single occupation is \(\langle m^2\rangle=2e^{\beta\mu}/Z\), so

\[
P(\phi)=\left(1-\langle m^2\rangle\right)G(\phi)
+\tfrac12\langle m^2\rangle\left[G(\phi-U)+G(\phi+U)\right].
\]

The field density is the distribution of \(Um\), blurred by a Gaussian of variance \(Uk_BT\). Each outer Gaussian has second moment \(Uk_BT+U^2\), so

\[
\langle\phi^2\rangle=Uk_BT+U^2\langle m^2\rangle .
\]

Three Gaussians need not produce three maxima, because they overlap. The maxima have to be counted.

### Counting the maxima

Use the dimensionless variables \(x=\beta\phi\) and \(u=\beta U\). Apart from a constant,

\[
\ln P=-\frac{x^2}{2u}+\ln(c+\cosh x),\qquad
\frac{d\ln P}{dx}=\frac{\sinh x}{c+\cosh x}-\frac{x}{u}.
\]

The point \(x=0\) is always stationary. Since \(P\) is even, it is enough to study \(x>0\), where

\[
\frac{d\ln P}{dx}=x\left[h(x)-\frac1u\right],\qquad
h(x)=\frac{\sinh x}{x(c+\cosh x)},\qquad h(0)=\frac1{1+c}.
\]

Here \(h(0)\) denotes the limit \(x\to0\). The density rises where \(h>1/u\) and falls where \(h<1/u\), so the shape of \(h\) settles the question. The quotient rule, with \(\cosh^2x-\sinh^2x=1\), gives

\[
h'(x)=\frac{N(x)}{x^2(c+\cosh x)^2},\qquad
N(x)=x+c\,(x\cosh x-\sinh x)-\sinh x\cosh x .
\]

To find the sign of \(N\), expand it in powers of \(x\). The coefficient of \(x^{2k+1}\) in \(x\cosh x-\sinh x\) is

\[
\frac1{(2k)!}-\frac1{(2k+1)!}=\frac{2k}{(2k+1)!},
\]

and in \(\sinh x\cosh x=\frac12\sinh2x\) it is \(4^k/(2k+1)!\). The terms linear in \(x\) cancel, leaving

\[
N(x)=\sum_{k=1}^{\infty}\frac{2kc-4^k}{(2k+1)!}\,x^{2k+1}.
\]

A coefficient is positive when \(c>4^k/(2k)\). This bound equals 2 at \(k=1\), and it increases with \(k\), since successive values have the ratio \(4k/(k+1)\ge2\). There are two cases.

- **\(c\le2\).** No coefficient is positive, and those with \(k\ge2\) are negative. Hence \(N<0\), and \(h\) falls steadily from \(h(0)\) to zero.
- **\(c>2\).** The first coefficients are positive and the later ones negative, possibly with one zero between them. Let \(K\) be the last \(k\) with a positive coefficient. In \(N/x^{2K+1}\) the positive terms do not increase with \(x\), and the negative terms decrease strictly. The quotient starts positive and ends negative, so it has one zero. Hence \(h\) rises to one maximum and then falls to zero.

Now compare \(h\) with the level \(1/u\).

- If \(u>1+c\), then \(h\) starts above the level and crosses it once. The density rises from \(x=0\) and then falls, so there are two maxima, at \(\pm x\).
- If \(u=1+c\), the density has two maxima for \(c>2\), because \(h\) first rises above the level. It has one for \(c\le2\).
- If \(u<1+c\) and \(c\le2\), then \(h\) stays below the level, and the single maximum is at zero.
- If \(u<1+c\) and \(c>2\), there are three maxima when the level lies below the top of \(h\), and one otherwise.

Apart from the boundary case, the condition for two maxima is therefore

\[
\boxed{\;\beta U>1+\cosh\!\left[\beta\left(\mu-\tfrac U2\right)\right]\;}
\]

### Half filling

Here \(\nu=0\) and \(c=1\), so the condition becomes \(\beta U>2\), or

\[
k_BT<\frac U2 .
\]

For \(U=100\) meV the threshold is \(50/0.08617\approx580\) K. Since \(\sinh x/(1+\cosh x)=\tanh(x/2)\), the peaks satisfy

\[
\phi=U\tanh\frac{\beta\phi}{2}.
\]

They leave zero continuously at the threshold and approach \(\pm U\) as \(T\to0\).

At 300 K, \(k_BT=25.85\) meV and \(\beta U=3.868\). With \(\beta\mu=\beta U/2=1.934\),

\[
Z=2+2e^{1.934}\approx15.84,\qquad
\langle m^2\rangle=\frac{2e^{1.934}}{Z}\approx0.874 .
\]

Numerical integration over the field gives the same \(Z\) as the four-state trace. The two maxima lie at \(\pm95.1\) meV, where the density is \(0.00359\) per meV, against \(0.00198\) per meV at zero. The root-mean-square field is

\[
\sqrt{100\times25.85+100^2\times0.874}\ \text{meV}\approx106\ \text{meV}.
\]

At 900 K, \(\beta U=1.289<2\), and the single maximum is at zero. The site is still singly occupied with probability 0.656. The spread of 88 meV is smaller than \(U\), but it leaves only a shallow dip between the outer Gaussians, and the central Gaussian, of weight 0.344, fills it.

### Away from half filling

Let \(r=|\nu|/U>0\). The condition is now \(u>1+\cosh(ru)\). The function \(u-1-\cosh(ru)\) is concave, equals \(-2\) at \(u=0\), and tends to \(-\infty\) at large \(u\). It is therefore positive on one interval or nowhere: two maxima occur in a finite temperature window, if at all.

To find the largest \(r\) that allows a window, put \(y=ru\). The condition becomes \(r<y/(1+\cosh y)\). The right-hand side is greatest where its derivative vanishes:

\[
1+\cosh y=y\sinh y\quad\Longrightarrow\quad y\tanh\frac y2=1 .
\]

The solution is \(y_*=1.543\). Replacing \(1+\cosh y_*\) by \(y_*\sinh y_*\) gives the limiting value \(r_*=1/\sinh y_*=0.448\). At \(r=r_*\) the window has shrunk to a single temperature.

Take \(|\nu|=40\) meV, so that \(r=0.40\). The window is \(2.583<\beta U<5.409\), or about 215 K to 449 K. Three temperatures show what happens inside and outside it:

| \(T\) (K) | \(\beta U\) | \(1+c\) | Maxima |
|---|---|---|---|
| 600 | 1.934 | 2.314 | 1 |
| 300 | 3.868 | 3.456 | 2 |
| 150 | 7.736 | 12.061 | 3 |

Cooling through the lower edge brings back a central maximum. The reason can be read from the curvature at zero,

\[
\left.\frac{d^2\ln P}{dx^2}\right|_{x=0}=\frac1{1+c}-\frac1u ,
\]

which is negative when \(c>u-1\). On cooling, \(u\) grows as \(1/T\), while \(c=\cosh(ru)\) eventually grows exponentially in \(1/T\). In the weight \(e^{-x^2/2u}(c+\cosh x)\), the central Gaussian, which belongs to the empty and doubly occupied states, contributes \(-c/u\) to the second derivative at zero, and the outer pair contributes \(1-1/u\). Once \(c\) exceeds \(u-1\) the first term wins, and zero becomes a maximum.

This does not mean that most of the probability returns to the centre. The ratio of central to outer weight is

\[
\frac{1-\langle m^2\rangle}{\langle m^2\rangle}=e^{-\beta U/2}\cosh\beta\nu ,
\]

which tends to zero on cooling if \(|\nu|<U/2\). At 150 K the outer Gaussians hold 81% of the probability. The density is \(0.00227\) per meV at zero, falls only to \(0.00215\) per meV at \(|\phi|\approx28\) meV, and reaches \(0.00455\) per meV at the outer maxima near \(\pm99\) meV.

## Comparison of the two

At half filling the scaling estimate has the right dependence, \(k_BT\propto U\), but its threshold of 1160 K is twice the exact 580 K. The case of 900 K lies between them: the estimate predicts two peaks, and the exact density has one.

The factor of two comes from the neglected states. Without the empty and doubly occupied states the constant \(c\) is absent from the weight, and the curvature at zero becomes \(1-1/u\). It changes sign at \(u=1\), which is the estimate \(k_BT=U\). Restoring these states at half filling puts \(c=1\) back. Their Gaussian fills the dip between the outer two, and the threshold moves to \(u=2\). Away from half filling the same term produces the lower edge of the window, which the estimate misses altogether.

The peak equation resembles a mean-field equation, but it is not the Hartree–Fock one. In Hartree–Fock at half filling, with average occupations \((1\pm m)/2\), where \(m\) now denotes the average spin, each electron feels \(U\) times the occupation of the opposite spin. Measured from \(\mu=U/2\), the levels are \(\mp Um/2\). The difference of the two Fermi functions is then

\[
m=\frac1{1+e^{-\beta Um/2}}-\frac1{1+e^{\beta Um/2}}=\tanh\frac{\beta Um}{4}.
\]

A nonzero solution requires \(k_BT<U/4\), or about 290 K. Writing the field peak as \(\phi=UM\) gives \(M=\tanh(\beta UM/2)\) instead, with level shifts \(\mp UM\), twice as large for the same polarization. At 300 K the field density has two peaks although the Hartree–Fock site is unpolarized.

Neither threshold is a phase transition of the site. The exact \(Z\) is a finite sum of exponentials, smooth at every \(T>0\), and the exact average spin is zero because the two spin states have equal weight. What changes at \(k_BT=U/2\) is the shape of the distribution that a Monte Carlo calculation with this field would sample. The numerical check checks these results numerically.

## Numbers as computed

```
U = 100.0 meV, k_B = 0.0861733 meV/K
Half filling: mu = 50.0 meV
bimodal below T = 580.23 K
Hartree-Fock polarizes below T = 290.11 K
Hartree-Fock m at 300 K = 0.0000
-- half filling, T = 900 K
kT = 77.5560 meV, U/kT = 1.2894
Z from trace = 5.810813
Z from field integral = 5.810813
singly occupied weight <m^2> = 0.65581
Gaussian width sqrt(U kT) = 88.066 meV
rms field = 119.640 meV
number of maxima = 1
maximum at |phi| = 0.000 meV
P(0) = 0.003118 per meV
P(maximum) = 0.003118 per meV
-- half filling, T = 300 K
kT = 25.8520 meV, U/kT = 3.8682
Z from trace = 15.835442
Z from field integral = 15.835442
singly occupied weight <m^2> = 0.87370
Gaussian width sqrt(U kT) = 50.845 meV
rms field = 106.406 meV
number of maxima = 2
maximum at |phi| = 95.067 meV
P(0) = 0.001982 per meV
P(maximum) = 0.003586 per meV
-- off half filling, nu = 40.0 meV, r = 0.40
window in U/kT: 2.5829 to 5.4095
two maxima between T = 214.52 K and 449.28 K
y* = 1.54340, largest r with a window r* = 0.44774
T = 600 K: U/kT = 1.9341, 1+c = 2.3145
  maxima: 1, outermost |phi| = 0.000 meV
T = 300 K: U/kT = 3.8682, 1+c = 3.4557
  maxima: 2, outermost |phi| = 83.480 meV
T = 150 K: U/kT = 7.7363, 1+c = 12.0612
  maxima: 3, outermost |phi| = 98.964 meV
150 K: P(0) = 0.002272 per meV
150 K: minimum at |phi| = 28.31 meV
150 K: P(minimum) = 0.002153 per meV
150 K: P(outer) = 0.004552 per meV
150 K: <m^2> = 0.81226
```
